\section*{BenDaniel-Duke matching at a mass step and the finite quantum well}

\section{What the current can decide}

\textbf{Q.} An epitaxial layer and its barrier have different effective masses. I am told that conservation of probability current dictates how the slope of the wavefunction changes at the interface. Which current, and from which Hamiltonian?

\textbf{A.} The Hamiltonian has to come first, because the current follows from it. Take one band in the effective-mass approximation, growth direction $z$, zero in-plane wavevector, and Hartree atomic units ($\hbar=m_e=e=1$). The BenDaniel-Duke Hamiltonian for the envelope $\psi$ is
\begin{equation}
H=-\frac12\frac{d}{dz}\frac{1}{m(z)}\frac{d}{dz}+V(z),
\label{H}
\end{equation}
with $m(z)>0$ the effective mass and $V(z)$ the band edge. Define
\begin{equation}
F=\frac{\psi'}{m},\qquad\text{so that}\qquad H\psi=-\tfrac12F'+V\psi .
\end{equation}
For smooth $m(z)$, use $\partial_t\psi=-iH\psi$ and real $V$:
\begin{align}
\partial_t|\psi|^2&=2\,\mathrm{Re}(-i\psi^*H\psi)=2\,\mathrm{Im}(\psi^*H\psi)\nonumber\\
&=-\mathrm{Im}(\psi^*F').
\end{align}
The term $V|\psi|^2$ is real and has dropped out. Moreover $(\psi^*F)'=\psi'^*F+\psi^*F'$, and $\psi'^*F=m|F|^2$ is real, so
\begin{equation}
\partial_t|\psi|^2=-\partial_z j,\qquad j=\mathrm{Im}(\psi^*F)=\frac{1}{m}\,\mathrm{Im}(\psi^*\psi').
\label{j}
\end{equation}
The local mass stands in the current. In a plane wave $e^{ikz}$ it gives $j=k/m$, the velocity.

\textbf{Q.} Then the argument is finished. If $\psi$ and $j$ are continuous, $\psi'/m$ must be continuous.

\textbf{A.} That does not follow. Let $\psi$ be continuous, and let a linear rule with state-independent constants connect the two sides:
\begin{equation}
F_+=\alpha F_-+\gamma\psi .
\end{equation}
Equality of the currents for every pair $(\psi,F_-)$ requires
\begin{equation}
\mathrm{Im}(\alpha\psi^*F_-)+|\psi|^2\,\mathrm{Im}\,\gamma=\mathrm{Im}(\psi^*F_-).
\end{equation}
Setting $F_-=0$ gives $\mathrm{Im}\,\gamma=0$. What remains is $\mathrm{Im}[(\alpha-1)\psi^*F_-]=0$ for any complex number $\psi^*F_-$, hence $\alpha=1$. The real part of $\gamma$ is not fixed:
\begin{equation}
F_+=F_-+\gamma\psi,\qquad \gamma\ \text{real}.
\label{family}
\end{equation}
Each member of this family conserves the current, since $\mathrm{Im}(\psi^*\gamma\psi)=0$. Continuity of $\psi'/m$ is the member $\gamma=0$, and something besides the current must select it.

Nor does a single bound state help. Its wavefunction can be chosen real, so $j=0$ on both sides whatever the slopes are. The current constrains the rule through scattering states and superpositions.

\section{What fixes the slope}

\textbf{Q.} What selects $\gamma=0$, then? At a sharp step the derivative of $1/m$ does not even exist.

\textbf{A.} Treat the step as the limit of a graded layer of width $w$. The equation $H\psi=E\psi$ is equivalent to two first-order equations that contain no derivative of the mass:
\begin{equation}
\psi'=mF,\qquad F'=2(V-E)\psi .
\label{system}
\end{equation}
If $m$ and $V$ stay bounded as $w\to0$, the solution starting from given values at the left edge stays bounded in the layer. The changes across it,
\begin{equation}
\Delta\psi=\int_w mF\,dz,\qquad \Delta F=2\int_w(V-E)\psi\,dz,
\label{changes}
\end{equation}
are therefore of order $w$ and vanish. In the limit
\begin{equation}
\psi_+=\psi_-,\qquad \frac{\psi'_+}{m_+}=\frac{\psi'_-}{m_-}.
\label{bc}
\end{equation}
The true statement is thus that the BenDaniel-Duke operator with bounded $V$ implies \eqref{bc}, and \eqref{bc} implies current conservation. The reverse inference needs two extra assumptions: that $\psi$ is continuous, and that the interface carries no potential of its own.

\textbf{Q.} What would such an interface potential look like?

\textbf{A.} Add $c\,\delta(z-z_0)$ to $V$, as a model of the band-edge change in a very thin layer of foreign composition. The second integral in \eqref{changes} then keeps the finite part $2c\psi(z_0)$, so
\begin{equation}
F_+-F_-=2c\,\psi(z_0).
\label{sheet}
\end{equation}
This is \eqref{family} with $\gamma=2c$. The current is conserved, yet $\psi'/m$ jumps. The delta function is the limit in which the layer's mass stays bounded while its thickness vanishes at fixed $c$. A layer of finite thickness also changes $\int m\,dz$ in \eqref{changes}, at the same order in its thickness. For a layer 5 bohr thick at the walls of the well below, with $V$ raised by $0.01$ hartree, a mass change of $0.08$ moves the ground level about half as much as the potential change does.

The energy gives the same result by another road. For real $\psi$ consider
\begin{equation}
Q[\psi]=\frac12\int\frac{\psi'^2}{m}dz+\int V\psi^2dz+c\,\psi(z_0)^2,
\label{Q}
\end{equation}
with $V$ now the bounded part. Make $Q-E\int\psi^2dz$ stationary under $\psi\to\psi+\eta$, where $\eta$ is continuous but may have kinks. Half the first-order change must vanish:
\begin{equation}
\frac12\int F\eta'\,dz+\int(V-E)\psi\eta\,dz+c\,\psi(z_0)\eta(z_0)=0.
\end{equation}
Integrating the first term by parts on each side of $z_0$ gives $-\frac12\int F'\eta\,dz+\frac12\eta(z_0)(F_--F_+)$. The integrals yield the Schr\"odinger equation in each layer, and the terms at $z_0$ yield \eqref{sheet}. One can therefore diagonalize $Q$ in functions free to kink, without imposing a slope rule, and see which slopes result. In the example below, with $m_b/m_w=2$ and $c=0$, the ground state obtained this way has the slope ratio $\psi'_{\rm out}/\psi'_{\rm in}=2.000$ at the well edge.

\section{A tempting alternative}

\textbf{Q.} I would have kept $\psi$ and $\psi'$ continuous, as for a constant mass. Where does that visibly fail?

\textbf{A.} In scattering. Let a wave come from the left:
\begin{equation}
\psi=e^{ik_1z}+re^{-ik_1z}\ (z<0),\qquad \psi=te^{ik_2z}\ (z>0),
\end{equation}
with velocities $v_i=k_i/m_i$. Rule \eqref{bc} gives $1+r=t$ and $v_1(1-r)=v_2t$. Eliminating $t$,
\begin{equation}
r=\frac{v_1-v_2}{v_1+v_2},\qquad t=\frac{2v_1}{v_1+v_2}.
\end{equation}
The reflected and transmitted fractions of the current are
\begin{equation}
R=r^2,\qquad T=\frac{v_2}{v_1}t^2=\frac{4v_1v_2}{(v_1+v_2)^2},
\end{equation}
and $R+T=1$ because $(v_1-v_2)^2+4v_1v_2=(v_1+v_2)^2$.

With continuous $\psi'$ the second condition is $k_1(1-r)=k_2t$, so $r=(k_1-k_2)/(k_1+k_2)$ and $t=2k_1/(k_1+k_2)$. Then
\begin{equation}
T=\frac{k_2m_1}{k_1m_2}\,\frac{4k_1^2}{(k_1+k_2)^2}=\frac{m_1}{m_2}(1-R),
\end{equation}
and $R+T\neq1$ unless the masses agree or $R=1$.

Take $m_1=0.08$, $m_2=0.16$, a potential step of $0.01$ hartree and $E=0.015$ hartree. Then $k_1=0.0490$ and $k_2=0.0400$ bohr$^{-1}$, $v_1=0.6124$ and $v_2=0.2500$. Rule \eqref{bc} gives
\begin{equation}
R=\left(\frac{0.6124-0.2500}{0.6124+0.2500}\right)^2=0.177,\qquad T=0.823 .
\end{equation}
Continuous $\psi'$ gives $R=0.010$ and $T=0.495$: about half of the incoming current disappears at the interface. Direct integration of \eqref{system} through a graded layer $0.1$ bohr thick gives $R=0.177$, in support of \eqref{bc}.

\textbf{Q.} A bound state carries no current. May I keep my rule for the levels of a well?

\textbf{A.} The trouble can return when two levels are superposed; in a symmetric well they must have the same parity. With continuous $\psi$ and $\psi'$, two real solutions of $\psi''=2m(V-E)\psi$ obey
\begin{equation}
(\psi_a\psi_b'-\psi_a'\psi_b)'=2m(E_a-E_b)\psi_a\psi_b .
\end{equation}
The bracket is continuous and vanishes at infinity, so integration gives $\int m\,\psi_a\psi_b\,dz=0$ for $E_a\ne E_b$. The states are orthogonal with weight $m(z)$, and in general not with weight one. If $S$ is the ordinary overlap of two normalized states, then
\begin{equation}
\int\left|\frac{\psi_ae^{-iE_at}+\psi_be^{-iE_bt}}{\sqrt2}\right|^2dz=1+S\cos[(E_a-E_b)t],
\end{equation}
and total probability oscillates. For the lowest two even states of the well below, $|S|=0.042$, so the norm oscillates between about 0.96 and 1.04.

With \eqref{bc} the corresponding identity follows from \eqref{system}; the terms $mF_aF_b$ cancel and
\begin{equation}
(\psi_aF_b-F_a\psi_b)'=2(E_a-E_b)\psi_a\psi_b .
\end{equation}
Now the ordinary overlap vanishes.

\textbf{Q.} So are the levels from my rule meaningless?

\textbf{A.} They belong to a different Hermitian operator,
\begin{equation}
\tilde H=-\frac12\,m^{-1/2}\frac{d^2}{dz^2}\,m^{-1/2}+V .
\end{equation}
Put $\psi=\sqrt m\,\varphi$ in $\tilde H\psi=E\psi$ and multiply by $\sqrt m$. The result is $\varphi''=2m(V-E)\varphi$, with $\varphi$ and $\varphi'$ continuous. This is your equation, but for $\varphi$; the physical envelope $\sqrt m\,\varphi$ jumps at the interface. In each layer $\mathrm{Im}(\varphi^*\varphi')=\mathrm{Im}(\psi^*\psi')/m$, so this model conserves the current too. Current conservation does not choose between operator orderings either. The BenDaniel-Duke form is a modelling choice, and what follows holds within it.

\section{The finite well}

\textbf{Q.} Granting that choice, what are the levels of a well?

\textbf{A.} Let $V=0$, $m=m_w$ for $|z|<L/2$ and $V=V_0$, $m=m_b$ outside, with no interface term. A bound state has $E<V_0$, so that it decays, and $E>0$, because $Q[\psi]>0$. Define
\begin{equation}
k=\sqrt{2m_wE},\qquad \kappa=\sqrt{2m_b(V_0-E)} .
\end{equation}
The structure is symmetric and bound levels in one dimension are nondegenerate, so each state is even or odd and matching at $z=L/2$ suffices. Outside, $\psi\propto e^{-\kappa z}$ and $F/\psi=-\kappa/m_b$. Inside, $\cos kz$ gives $F/\psi=-(k/m_w)\tan(kL/2)$ and $\sin kz$ gives $F/\psi=(k/m_w)\cot(kL/2)$. Equating the ratios,
\begin{align}
\text{even:}\quad&\frac{k}{m_w}\tan\frac{kL}{2}=\frac{\kappa}{m_b},\label{even}\\
\text{odd:}\quad&-\frac{k}{m_w}\cot\frac{kL}{2}=\frac{\kappa}{m_b}.\label{odd}
\end{align}
Dividing $F$ by $\psi$ loses no state: if $\psi$ vanished at the edge, the exterior solution would vanish entirely, and then $F=0$ would remove the interior one as well.

\textbf{Q.} How many solutions are there, and can a heavy barrier mass add some?

\textbf{A.} Let $\theta=kL/2$, $\theta_0=\sqrt{2m_wV_0}\,L/2$ and $\beta=m_w/m_b$. From the definitions,
\begin{equation}
\left(\frac{\kappa L}{2}\right)^2=\frac{m_b}{m_w}(\theta_0^2-\theta^2)=\frac{\theta_0^2-\theta^2}{\beta}.
\end{equation}
Multiply \eqref{even} and \eqref{odd} by $m_wL/2$ and use $-\cot\theta=\tan(\theta-\pi/2)$. Both become
\begin{equation}
\theta\tan\!\left(\theta-\frac{n\pi}{2}\right)=\sqrt{\beta(\theta_0^2-\theta^2)},\quad n=0,1,2,\dots
\label{theta}
\end{equation}
with even $n$ for even states. The right side is not negative, so the tangent is not negative either. The tangent has period $\pi$, so $n$ and $n+2$ give the same equation, and each root can be labelled by the one $n$ for which $\theta$ lies between $n\pi/2$ and $(n+1)\pi/2$. There the left side rises from zero without bound, while the right side falls and reaches zero at $\theta_0$. They cross once if $n\pi/2<\theta_0$ and not otherwise. The number of levels is
\begin{equation}
N=\left\lceil\frac{2\theta_0}{\pi}\right\rceil ,
\label{count}
\end{equation}
in which $m_b$ is absent. A level at the barrier edge has $\kappa=0$, hence $F=0$ at the wall, and that condition does not contain $m_b$. Diagonalization of $Q$ for several widths and barrier masses confirmed the count.

\textbf{Q.} Then what does the barrier mass do?

\textbf{A.} It moves the levels. Differentiate $E=Q[\psi]$ for a normalized state with respect to $m_b$. Since $Q$ is stationary at fixed norm, the change of $\psi$ contributes nothing at first order, and the explicit mass dependence remains:
\begin{equation}
\frac{dE}{dm_b}=-\frac{1}{2m_b^2}\int_{\rm barrier}\psi'^2dz=-\frac{\kappa^2P_b}{2m_b^2}<0 .
\label{HF}
\end{equation}
Here $\psi'=\mp\kappa\psi$ was used, and $P_b$ is the probability in the barriers. At fixed $V_0$ a heavier barrier mass lowers every level, because the kinetic energy of the tails becomes cheaper.

\section{Limits}

\textbf{Q.} Do these equations reduce to anything I can check by hand?

\textbf{A.} For $m_b=m_w$ they are those of the constant-mass well. Three other limits show the role of the masses.

\emph{Deep well.} Write $\theta=(n+1)\pi/2-\delta$. Equation \eqref{theta} becomes $\tan\delta=\theta/\sqrt{\beta(\theta_0^2-\theta^2)}$. For large $\theta_0$ at fixed $n$ and $\beta$, $\delta\approx\theta/(\sqrt\beta\,\theta_0)$, so
\begin{equation}
\theta\approx\frac{(n+1)\pi/2}{1+1/(\sqrt\beta\,\theta_0)} .
\label{deep}
\end{equation}
This is an infinite well of effective width
\begin{equation}
L_{\rm eff}=L+\frac{2m_b}{m_w}\frac{1}{\sqrt{2m_bV_0}} .
\end{equation}
Each wall adds the decay length at the bottom of the well, multiplied by the mass ratio.

\emph{Thin well.} For $\theta_0\to0$ one even level remains, with $\theta\tan\theta\approx\theta_0^2$. Squaring \eqref{theta} gives $\theta_0^2-\theta^2\approx\theta_0^4/\beta$, and
\begin{equation}
V_0-E=V_0\frac{\theta_0^2-\theta^2}{\theta_0^2}\approx\frac{V_0\theta_0^2}{\beta}=\frac{m_bV_0^2L^2}{2}.
\end{equation}
The binding energy contains $m_b$ and not $m_w$, since nearly all of the state lies in the barriers.

\emph{Heavy barrier.} For $m_b\to\infty$ at fixed $V_0$, $\beta\to0$ and $\theta\to n\pi/2$. The walls then impose $\psi'=0$ on the well side, not $\psi=0$, and the ground level sinks towards the well bottom. A heavy barrier and a high barrier are opposite limits.

\section{Numbers for one well}

\textbf{Q.} How large are these effects in a well of ordinary size?

\textbf{A.} Take round parameters: $m_w=0.08$, $m_b=0.16$, $V_0=0.01$ hartree, $L=200$ bohr (10.6 nm). Then
\begin{equation}
\theta_0=\sqrt{2(0.08)(0.01)}\times100=4.00,\qquad \frac{2\theta_0}{\pi}=2.55,
\end{equation}
so there are three levels. For the ground state the root is $\theta=1.1644$, giving $k=0.011644$ bohr$^{-1}$ and
\begin{equation}
E_0=\frac{(0.011644)^2}{2(0.08)}=8.47\times10^{-4}\ \text{hartree}.
\end{equation}
To check the matching, $k/m_w=0.1456$ and $\kappa/m_b=0.3382$. Their ratio requires $\tan\theta=2.32$, which is the tangent of $1.164$. The levels, in $10^{-3}$ hartree, are:
\begin{center}
\begin{tabular}{lccc}
 & $n=0$ & $n=1$ & $n=2$\\
$\psi'/m$ continuous & 0.847 & 3.436 & 7.701\\
equal masses $m_w$ & 0.980 & 3.827 & 8.079\\
$\psi'$ continuous & 1.101 & 4.219 & 8.474\\
interface term & 0.948 & 3.782 & 8.275
\end{tabular}
\end{center}
The first row corresponds to 23.1, 93.5 and 209.6 meV. Diagonalizing $Q$ reproduces it to the digits shown.

Doubling the barrier mass from 0.08 to 0.16 lowers the ground level by 14\% of its equal-mass value. The rule of continuous $\psi'$ moves it the other way, to 30\% above the first row. The last row has $c=0.05$ hartree bohr at both interfaces. It conserves the current as well as the first row does, yet its ground level is 12\% higher. Current conservation alone therefore leaves the spectrum open.

\textbf{Q.} Only about 2\% of the ground state is in the barriers. How can their mass matter so much?

\textbf{A.} Equation \eqref{HF} weights that probability with $\kappa^2$, and $\kappa=0.0541$ bohr$^{-1}$ is large compared with $k$. With $P_b=0.0215$,
\begin{equation}
\frac{dE_0}{dm_b}=-\frac{(0.0541)^2(0.0215)}{2(0.16)^2}=-1.23\times10^{-3}
\end{equation}
hartree per electron mass, as finite differences of the level confirm. The tail is small but steep. The deep-well formula tells the same story: $\sqrt\beta\,\theta_0=2.83$ gives $\theta\approx1.571/1.354=1.160$, within 0.4\% of the root.

\section{Where the rule stops}

\textbf{Q.} Grown interfaces are not sharp. Does that spoil the result?

\textbf{A.} That depends on the width and shape of the grading. When $m$ and $V$ are graded linearly over 8 bohr, centred on each interface, $E_0$ rises by $3.4\times10^{-6}$ hartree, 0.4\% of its value. For 2 bohr the shift is $2.2\times10^{-7}$ hartree, about fifteen times smaller for a fourfold thinner layer. Equation \eqref{changes} explains the nearly quadratic law. To first order in $w$ the changes are $F\int m\,dz$ and $2\psi\int(V-E)\,dz$, and a centred linear grading has the same integrals as the sharp step. The first-order shift cancels. It cancels for any profile that preserves both integrals, such as a centred error-function grading of $m$ and $V$. A profile that changes either integral in general keeps a first-order shift. A centred grading in which $1/m$ rather than $m$ is linear does so, because it changes $\int m\,dz$. So does an off-centre profile; if $m$ and $V$ are displaced together, the shift amounts to a slightly different well width.

\textbf{Q.} And which assumptions should worry me more?

\textbf{A.} First, the in-plane motion. With equal in-plane and growth-direction masses, an in-plane wavevector $q$ adds $q^2/2m(z)$ to $V$. The barrier height measured from the shifted well bottom becomes
\begin{equation}
V_0+\frac{q^2}{2}\left(\frac1{m_b}-\frac1{m_w}\right),
\end{equation}
which is lower than $V_0$ for the masses used here, so the levels do not follow one rigid parabola in $q$.

Second, the envelope picture assumes variation that is slow on the scale of the lattice. The ground state decays over $1/\kappa\approx18$ bohr, about 1 nm, which is only a few atomic layers. A single parabolic band with an energy-independent $m_b$ is then an approximation that needs checking. Where bands mix strongly, the one-component current \eqref{j} has to be replaced by that of the multiband Hamiltonian, and the matching rule changes accordingly.

Third, $c=0$ is an assumption about the chemistry of the interface. The table shows that it can matter as much as the masses do, and neither Hermiticity nor the current can supply its value. It has to come from an atomistic calculation or from measured levels. The numerical output gives the values used here in more digits.

\section*{Table of computed values}
\begin{verbatim}
well mass m_w = 0.08, barrier mass m_b = 0.16 (electron masses)
barrier height V0 = 0.010 hartree = 272.1 meV
well width L = 200 bohr = 10.58 nm
theta0 = 4.0000, 2 theta0/pi = 2.5465
beta = m_w/m_b = 0.500, number of levels = 3
n=0: theta = 1.16443, k = 0.011644, kappa = 0.054119 1/bohr
n=0: k/m_w = 0.14555, kappa/m_b = 0.33824 a.u.
n=0: E = 0.00084743 hartree = 23.060 meV
n=0: E by diagonalization = 0.00084743 hartree
n=0: E with equal masses m_w = 0.00098024 hartree
n=0: E with psi' continuous = 0.00110068 hartree
n=0: E with interface term = 0.00094807 hartree
n=1: theta = 2.34472, k = 0.023447, kappa = 0.045831 1/bohr
n=1: k/m_w = 0.29309, kappa/m_b = 0.28644 a.u.
n=1: E = 0.00343608 hartree = 93.500 meV
n=1: E by diagonalization = 0.00343608 hartree
n=1: E with equal masses m_w = 0.00382721 hartree
n=1: E with psi' continuous = 0.00421908 hartree
n=1: E with interface term = 0.00378152 hartree
n=2: theta = 3.51026, k = 0.035103, kappa = 0.027122 1/bohr
n=2: k/m_w = 0.43878, kappa/m_b = 0.16951 a.u.
n=2: E = 0.00770120 hartree = 209.560 meV
n=2: E by diagonalization = 0.00770120 hartree
n=2: E with equal masses m_w = 0.00807889 hartree
n=2: E with psi' continuous = 0.00847384 hartree
n=2: E with interface term = 0.00827543 hartree
largest level difference, matching vs diagonalization = 2.2e-15 hartree
interface term strength c = 0.050 hartree bohr
slope ratio psi'(out)/psi'(in), ground state = 2.000000
overlap of n=0 and n=2, psi'/m continuous = 1.0e-16
overlap of n=0 and n=2, psi' continuous = 0.0418
same with weight m(z) = 2.8e-17
ground state probability in barriers = 0.02153
dE0/dm_b: finite difference = -1.231843e-03 hartree per electron mass
dE0/dm_b: integral formula = -1.231843e-03 hartree per electron mass
graded layer 8 bohr: ground level shift = 3.416e-06 hartree
graded layer 2 bohr: ground level shift = 2.242e-07 hartree
scattering energy = 0.015 hartree
k1 = 0.048990, k2 = 0.040000 1/bohr; v1 = 0.61237, v2 = 0.25000 a.u.
R, psi'/m continuous = 0.176571, T = 0.823429
graded layer 0.1 bohr: R = 0.176570, T = 0.823430
psi' continuous: R = 0.010205, T = 0.494897, sum = 0.505103
\end{verbatim}
